# Stable double-precision evaluation of relativistic exchange factors of the electron gas: test program

```python
# Result under test: stable evaluation of the relativistic exchange factors of
# the uniform electron gas, by an alternating series for beta <= 1/2 and by a
# closed form above, with error bounds for double precision.
# beta = hbar k_F/(m c), t = beta^2, eta = sqrt(1+t), A = arsinh(beta).
# Phi_L: Coulomb part, Phi_T: retarded transverse part, Phi_0: their sum,
# each relative to nonrelativistic exchange. u = 2^-53 is the unit roundoff.
# Momentum integrals use units m = c = hbar = 1.
from fractions import Fraction
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 100
u = np.finfo(float).eps / 2
NAMES = ("Phi_0", "Phi_L", "Phi_T")
SWITCH = 0.5
TARGET = 1e-13


def closed(b, sqrt, asinh, log1p, one):
    """Closed factors; the coding of the functions is left to the caller."""
    t = b * b
    s = one + t
    eta = sqrt(s)
    A = asinh(b)
    w = (eta - A / b) / b
    inv = one / (3 * t)
    g = 2 * eta * A / (3 * b)
    lg = s * s * log1p(t) / (3 * t * t)
    return (one - 3 * w * w / 2,
            5 * one / 6 + inv + g - lg - w * w / 2,
            one / 6 - inv - g + lg - w * w)


def closed_exact(b):
    return closed(mp.mpf(b), mp.sqrt, mp.asinh,
                  lambda x: mp.log(1 + x), mp.mpf(1))


def closed_stable(b):
    return closed(b, np.sqrt, np.arcsinh, np.log1p, 1.0)


def closed_literal(b):
    return closed(b, np.sqrt, lambda x: np.log(x + np.sqrt(1 + x * x)),
                  lambda x: 2 * np.log(np.sqrt(1 + x)), 1.0)


# ---- Dirac matrices and the exchange integral from its definition ----
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha = [np.kron(pauli[0], m) for m in pauli]
mass_matrix = np.kron(pauli[2], np.eye(2))


def col(x):
    return np.asarray(x)[..., None, None]


def projector(px, py, pz):
    energy = np.sqrt(1 + px**2 + py**2 + pz**2)
    h = (col(px) * alpha[0] + col(py) * alpha[1] + col(pz) * alpha[2]
         + mass_matrix)
    return (np.eye(4) + h / col(energy)) / 2


def trace(a, b):
    return np.einsum("...ij,...ji->...", a, b).real


pv, kv = np.array([0.3, -0.2, 0.5]), np.array([-0.4, 0.7, 0.1])
Ep, Ek = np.sqrt(1 + pv @ pv), np.sqrt(1 + kv @ kv)
Lp, Lk = projector(*pv), projector(*kv)
charge = trace(Lp, Lk)
current = sum(trace(Lp @ a, Lk @ a) for a in alpha)
aq = sum(c * a for c, a in zip(pv - kv, alpha))
assert abs(charge - (1 + (1 + pv @ kv) / (Ep * Ek))) < 1e-13
assert abs(current - (3 - (3 + pv @ kv) / (Ep * Ek))) < 1e-13
assert abs(trace(Lp @ aq, Lk @ aq) - (Ep - Ek)**2 * charge) < 1e-13


def factors_by_quadrature(beta):
    """Integrate over p, k = p(1-v^3) < p and ln q, with q = |p-k|."""
    (xp, wp), (xv, wv), (xz, wz) = [np.polynomial.legendre.leggauss(n)
                                    for n in (16, 60, 40)]
    p, v, z = np.meshgrid(beta * (xp + 1) / 2, (xv + 1) / 2, (xz + 1) / 2,
                          indexing="ij")
    weight = (wp[:, None, None] * wv[None, :, None] * wz[None, None, :]
              * beta / 8)
    d, k = p * v**3, p * (1 - v**3)
    span = np.log((p + k) / d)
    q = d * np.exp(span * z)
    one_minus_cos = d * d * np.expm1(2 * span * z) / (2 * p * k)
    sine = np.sqrt(np.abs(one_minus_cos * (2 - one_minus_cos)))
    kx, kz = k * sine, k * (1 - one_minus_cos)
    qx, qz = -kx, d + k * one_minus_cos
    norm = np.hypot(qx, qz)
    zero = np.zeros_like(p)
    P, K = projector(zero, zero, p), projector(kx, zero, kz)
    in_plane = col(qz / norm) * alpha[0] - col(qx / norm) * alpha[2]
    transverse = (trace(P @ in_plane, K @ in_plane)
                  + trace(P @ alpha[1], K @ alpha[1]))
    omega = d * (p + k) / (np.sqrt(1 + p * p) + np.sqrt(1 + k * k))
    measure = weight * 3 * v**2 * span * p**3 * (1 - v**3) * 2 / beta**4
    phi_l = np.sum(measure * trace(P, K))
    phi_t = -np.sum(measure * transverse * q**2 / (q**2 - omega**2))
    return phi_l + phi_t, phi_l, phi_t


quadrature_gap = 0.0
for beta in (0.3, 1.5):
    numeric, exact = factors_by_quadrature(beta), closed_exact(beta)
    quadrature_gap = max(quadrature_gap, max(
        abs(x - float(y)) for x, y in zip(numeric, exact)))
assert quadrature_gap < 1e-8

# ---- intermediate integrals of the derivation ----
b0 = 0.8
A0, eta0 = np.arcsinh(b0), np.sqrt(1 + b0**2)
K_num = quad(lambda x: np.sinh(x) * np.log(
    np.sinh((A0 + x) / 2) / np.sinh((A0 - x) / 2)), 0, A0)[0]
assert abs(K_num - A0 * b0) < 1e-8
H_num = quad(lambda k: 1 / (eta0 + np.sqrt(1 + k * k)), 0, b0)[0]
assert abs(H_num - (A0 - eta0 / b0 * np.log(eta0))) < 1e-11


def N_closed(b):
    J = (b * mp.sqrt(1 + b * b) - mp.asinh(b)) / 2
    return b**4 * (closed_exact(b)[1] - mp.mpf(1) / 2) + J**2


def log_kernel(k):
    return np.log((b0 + k) / (b0 - k))


G1 = quad(lambda k: k / np.sqrt(1 + k * k) * log_kernel(k), 0, b0)[0]
G2 = quad(lambda k: k * np.sqrt(1 + k * k) * log_kernel(k), 0, b0)[0]
slope_num = b0 * eta0 * G1 + b0 / eta0 * G2
slope_formula = (8 / 3 * b0**2 * eta0 * A0
                 - 8 / 3 * b0 * eta0**2 * np.log(eta0)
                 + b0**3 / 3 + b0**2 * A0 / (3 * eta0))
assert abs(slope_num - slope_formula) < 1e-8
assert abs(float(mp.diff(N_closed, mp.mpf(b0))) - slope_formula) < 1e-11

# ---- series coefficients, exact rationals, index 0 is the power t^1 ----
coef = ([], [], [])
sigma = Fraction(1)
for n in range(1, 201):
    sigma *= Fraction(2 * n, 2 * n + 1)
    sign = (-1)**n
    coef[0].append(sign * 3 * sigma / (n + 2))
    coef[1].append(sign * 2 * ((n - 1) * sigma + Fraction(1, n + 1))
                   / (3 * n * (n + 2)))
    coef[2].append(sign * ((7 * n + 2) * sigma - Fraction(2, n + 1))
                   / (3 * n * (n + 2)))
for c in coef:
    assert all(x * y < 0 and abs(y) < abs(x) for x, y in zip(c, c[1:]))
# the remainder lies between zero and the first omitted term
for b in (mp.mpf("0.5"), mp.mpf("0.9")):
    for c, value, start in zip(coef, closed_exact(b), (1, 1, 0)):
        rest = value - start
        for n in range(60):
            term = mp.mpf(c[n].numerator) / c[n].denominator * b**(2*n + 2)
            assert 0 < rest / term < 1
            rest -= term


# ---- truncation order and error bounds ----
def truncation(N, b):
    t = b * b
    return max(float(abs(c[N] / c[0])) * t**N / (1 - t) for c in coef)


def order_needed(b):
    return next(N for N in range(1, 200) if truncation(N, b) <= u)


ORDER = order_needed(SWITCH)
table = [[float(x) for x in c[:ORDER]] for c in coef]
ts = SWITCH**2
round_units = 2 + 2 * (1 + ts) / (1 - ts)**2
series_bound = u * round_units + truncation(ORDER, SWITCH)


def series_corrections(b):
    """Phi_0 - 1, Phi_L - 1 and Phi_T by Horner's rule."""
    t = b * b
    out = []
    for c in table:
        p = c[-1]
        for a in reversed(c[:-1]):
            p = a + t * p
        out.append(t * p)
    return out


def closed_bounds(b):
    """Absolute error bounds of the stable closed form."""
    t, eta, A = b * b, np.sqrt(1 + b * b), np.arcsinh(b)
    w = (eta - A / b) / b
    S = (1 / (3 * t) + 2 * eta * A / (3 * b)
         + (1 + t)**2 * np.log1p(t) / (3 * t * t))
    c = w * eta / b
    return (u * (21 * c + 9 * w * w + 1),
            u * (20 * (5 / 6 + S) + 7 * c + 5 * w * w),
            u * (20 * (1 / 6 + S) + 14 * c + 10 * w * w))


def relative_bound_T(b):
    return closed_bounds(b)[2] / abs(float(closed_exact(b)[2]))


smallest_switch = brentq(lambda b: relative_bound_T(b) - TARGET, 0.1, 1.0)
assert smallest_switch <= SWITCH
scan_max = max(relative_bound_T(b) for b in np.geomspace(SWITCH, 10, 200))
assert scan_max <= TARGET


def exchange_factors(b):
    """The algorithm: series up to the switch, stable closed form above."""
    if b <= SWITCH:
        d0, dl, dt = series_corrections(b)
        return 1 + d0, 1 + dl, dt
    return closed_stable(b)


def gap(value, exact):
    return float(abs(mp.mpf(float(value)) - exact))


rng = np.random.default_rng(7)
worst_series = 0.0
for b in np.append(10**rng.uniform(-10, np.log10(SWITCH), 400), SWITCH):
    for d, e, start in zip(series_corrections(b), closed_exact(b), (1, 1, 0)):
        error = gap(d, e - start) / float(abs(e - start))
        worst_series = max(worst_series, error)
assert worst_series <= series_bound
worst_closed_T = 0.0
for b in np.append(rng.uniform(SWITCH, 10, 300),
                   rng.uniform(SWITCH, 0.7, 300)):
    exact = closed_exact(b)
    errors = [gap(x, e) for x, e in zip(closed_stable(b), exact)]
    assert all(e <= lim for e, lim in zip(errors, closed_bounds(b)))
    worst_closed_T = max(worst_closed_T, errors[2] / float(abs(exact[2])))
jump = abs(closed_stable(SWITCH)[2] / series_corrections(SWITCH)[2] - 1)
assert jump <= relative_bound_T(SWITCH) + series_bound

# Phi_0 itself stays accurate when arsinh is used
stable_phi0_error = max(gap(closed_stable(b)[0], closed_exact(b)[0])
                        for b in np.geomspace(1e-7, 0.5, 400))
assert stable_phi0_error < 20 * u


# ---- how the closed forms lose digits ----
def relative_errors(b, form):
    d = series_corrections(b)
    ref = (1 + d[0], 1 + d[1], d[2])
    val = form(b)
    err = [np.abs(x - r) / np.abs(r) for x, r in zip(val, ref)]
    return err + [np.abs((val[0] - 1) - d[0]) / np.abs(d[0])]


def rms(x):
    return np.sqrt(np.mean(x**2))


window = np.linspace(1, 2, 2001)
grid = np.geomspace(1e-10, 0.1, 40001)
cases = [("literal Phi_0", closed_literal, 0, 1, 1 / 2),
         ("literal Phi_L", closed_literal, 1, 4, 1 / 4),
         ("literal Phi_T", closed_literal, 2, 6, 1 / 6),
         ("stable Phi_L", closed_stable, 1, 2, 1 / 2),
         ("stable Phi_T", closed_stable, 2, 4, 1 / 4),
         ("stable Phi_0-1", closed_stable, 3, 2, 1 / 2)]
loss = []
for label, form, i, power, root in cases:
    near = rms(relative_errors(1e-3 * window, form)[i])
    far = rms(relative_errors(1e-2 * window, form)[i])
    exponent = np.log10(near / far)
    assert abs(exponent - power) < 0.3, (label, exponent)
    lost = grid[relative_errors(grid, form)[i] >= 1].max()
    assert 1 / 3 < lost / u**root < 3, (label, lost)
    loss.append((label, exponent, lost))
# literal Phi_0 turns to the fourth inverse power at very small beta
phi0_late = np.log10(rms(relative_errors(1e-7 * window, closed_literal)[0])
                     / rms(relative_errors(1e-6 * window, closed_literal)[0]))
assert abs(phi0_late - 4) < 0.3

# ---- printed numbers ----
print(f"unit roundoff u = {u:.4e}")
print(f"quadrature minus closed, max = {quadrature_gap:.1e}")
for name, c in zip(NAMES, coef):
    print(f"{name} coefficients t..t^4:", ", ".join(str(x) for x in c[:4]))
print("error ~ beta^-p; beta_lost: largest beta with 100% error")
for label, exponent, lost in loss:
    print(f"{label}: p = {exponent:.2f}, beta_lost = {lost:.2e}")
print(f"literal Phi_0 below 1e-6: p = {phi0_late:.2f}")
print(f"u^(1/2), u^(1/4), u^(1/6) = {u**.5:.2e}, {u**.25:.2e}, {u**(1/6):.2e}")
print(f"stable Phi_0 max error, beta 1e-7..0.5 = {stable_phi0_error/u:.2f} u")
print(f"target relative bound for Phi_T = {TARGET:.0e}")
print(f"smallest admissible switch beta = {smallest_switch:.4f}")
print(f"chosen switch beta = {SWITCH}, series terms N = {ORDER}")
print(f"truncation bound at switch = {truncation(ORDER, SWITCH):.2e}")
print(f"series rounding bound = {round_units:.2f} u")
print(f"series total relative bound = {series_bound:.2e}")
print(f"series worst measured relative error = {worst_series:.2e}")
for b in (0.1, 0.25, 0.5):
    print(f"beta {b}: closed Phi_T bound {relative_bound_T(b):.1e}, "
          f"terms needed {order_needed(b)}")
print(f"closed Phi_T max bound, beta 0.5..10 = {scan_max:.2e}")
print(f"closed Phi_T worst measured error = {worst_closed_T:.2e}")
print(f"relative jump of Phi_T at switch = {jump:.1e}")
n_switch = (SWITCH / fine_structure)**3 / (3 * np.pi**2)
print(f"fine-structure constant = {fine_structure:.9f}")
print(f"density at switch = {n_switch:.4e} a0^-3")
for density in (1e-3, 1.0, 1e5):
    kf = (3 * np.pi**2 * density)**(1 / 3)
    b = kf * fine_structure
    f0, fl, ft = exchange_factors(b)
    energy = -3 * kf / (4 * np.pi)
    print(f"n = {density:.0e} a0^-3: k_F = {kf:.6f} a0^-1, beta = {b:.6e}")
    print(f"  Phi_0 = {f0:.12f}, Phi_L = {fl:.12f}")
    print(f"  Phi_T = {ft:.10e}, literal {closed_literal(b)[2]:.10e}")
    print(f"  e_x nonrel = {energy:.8f} Eh, e_x total = {energy*f0:.8f} Eh")
    print(f"  e_x transverse = {energy * ft:.6e} Eh")
print("tests ok")
```

Printed output:

```
unit roundoff u = 1.1102e-16
quadrature minus closed, max = 6.1e-11
Phi_0 coefficients t..t^4: -2/3, 2/5, -48/175, 64/315
Phi_L coefficients t..t^4: -1/9, 13/180, -163/3150, 149/3780
Phi_T coefficients t..t^4: -5/9, 59/180, -701/3150, 619/3780
error ~ beta^-p; beta_lost: largest beta with 100% error
literal Phi_0: p = 1.01, beta_lost = 1.79e-08
literal Phi_L: p = 4.04, beta_lost = 9.77e-05
literal Phi_T: p = 6.05, beta_lost = 2.37e-03
stable Phi_L: p = 1.99, beta_lost = 1.22e-08
stable Phi_T: p = 3.99, beta_lost = 1.29e-04
stable Phi_0-1: p = 2.02, beta_lost = 1.82e-08
literal Phi_0 below 1e-6: p = 3.96
u^(1/2), u^(1/4), u^(1/6) = 1.05e-08, 1.03e-04, 2.19e-03
stable Phi_0 max error, beta 1e-7..0.5 = 4.29 u
target relative bound for Phi_T = 1e-13
smallest admissible switch beta = 0.4716
chosen switch beta = 0.5, series terms N = 25
truncation bound at switch = 4.22e-17
series rounding bound = 6.44 u
series total relative bound = 7.58e-16
series worst measured relative error = 2.64e-16
beta 0.1: closed Phi_T bound 2.8e-11, terms needed 8
beta 0.25: closed Phi_T bound 8.3e-13, terms needed 13
beta 0.5: closed Phi_T bound 8.4e-14, terms needed 25
closed Phi_T max bound, beta 0.5..10 = 8.44e-14
closed Phi_T worst measured error = 6.26e-15
relative jump of Phi_T at switch = 2.3e-15
fine-structure constant = 0.007297353
density at switch = 1.0864e+04 a0^-3
n = 1e-03 a0^-3: k_F = 0.309367 a0^-1, beta = 2.257558e-03
  Phi_0 = 0.999996602297, Phi_L = 0.999999433716
  Phi_T = -2.8314192535e-06, literal -4.3740788895e-06
  e_x nonrel = -0.07385588 Eh, e_x total = -0.07385563 Eh
  e_x transverse = 2.091170e-07 Eh
n = 1e+00 a0^-3: k_F = 3.093668 a0^-1, beta = 2.257558e-02
  Phi_0 = 0.999660332532, Phi_L = 0.999943390198
  Phi_T = -2.8305766584e-04, literal -2.8305748782e-04
  e_x nonrel = -0.73855877 Eh, e_x total = -0.73830790 Eh
  e_x transverse = 2.090547e-04 Eh
n = 1e+05 a0^-3: k_F = 143.595336 a0^-1, beta = 1.047866e+00
  Phi_0 = 0.547667183708, Phi_L = 0.927399460153
  Phi_T = -3.7973227644e-01, literal -3.7973227644e-01
  e_x nonrel = -34.28086123 Eh, e_x total = -18.77450272 Eh
  e_x transverse = 1.301755e+01 Eh
tests ok
```
